# Perfect transmission through an ultrasoft impurity in a tight-binding chain: a program that tests the result

```python
"""Transmission through one ultrasoft impurity in a tight-binding chain.

Generalized problem H psi = E S psi on sites n, with hopping -t,
H = H0 + D|0><0| and S = 1 + q|0><0|.  Result under test, for |E| < 2t:
    T(E) = w^2 / (w^2 + (D - E q)^2),   w = sqrt(4 t^2 - E^2),
so T = 1 at E = D/q when that energy lies inside the band.
t: hopping (eV), D: impurity strength (eV), q: overlap charge (no unit),
a: lattice spacing (angstrom), w: group velocity times hbar/a (eV).
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.optimize import minimize_scalar

HARTREE_EV = physical_constants["Hartree energy in eV"][0]


def chain_matrices(half, t, D, q, onsite=0.0):
    """H and S on sites -half..half with open ends."""
    size = 2 * half + 1
    H = onsite * np.eye(size) - t * (np.eye(size, k=1) + np.eye(size, k=-1))
    S = np.eye(size)
    H[half, half] += D
    S[half, half] += q
    return H, S


def scatter(E, t, D, q, onsite=0.0, half=5):
    """Solve (H - E S) psi = 0 with an incoming wave; return r and tau."""
    k = np.arccos(-(E - onsite) / (2 * t))
    H, S = chain_matrices(half, t, D, q, onsite)
    sites = np.arange(-half, half + 1)
    size = len(sites)
    waves = np.zeros((size, size - 2), complex)
    waves[:2, 0] = np.exp(-1j * k * sites[:2])
    waves[2:-2, 1:-1] = np.eye(size - 4)
    waves[-2:, -1] = np.exp(1j * k * sites[-2:])
    incoming = np.zeros(size, complex)
    incoming[:2] = np.exp(1j * k * sites[:2])
    rows = (H - E * S)[1:-1]
    solution = np.linalg.solve(rows @ waves, -rows @ incoming)
    return solution[0], solution[-1]


def direct_T(E, t, D, q, onsite=0.0):
    return abs(scatter(E, t, D, q, onsite)[1]) ** 2


def formula_T(E, t, D, q):
    w2 = 4 * t**2 - E**2
    return w2 / (w2 + (D - E * q) ** 2)


def orthonormalized_T(E, t, D, q):
    """Green-function transmission of S^(-1/2) H S^(-1/2)."""
    H, S = chain_matrices(3, t, D, q)
    s_val, s_vec = np.linalg.eigh(S)
    root = s_vec @ np.diag(s_val**-0.5) @ s_vec.T
    H_orth = root @ H @ root
    assert np.isclose(H_orth[3, 3], D / (1 + q))
    assert np.isclose(H_orth[3, 4], -t / np.sqrt(1 + q))
    self_energy = (E - 1j * np.sqrt(4 * t**2 - E**2)) / 2
    M = E * np.eye(7) - H_orth.astype(complex)
    M[0, 0] -= self_energy
    M[-1, -1] -= self_energy
    gamma = -2 * self_energy.imag
    return gamma**2 * abs(np.linalg.inv(M)[0, -1]) ** 2


# Random impurities of both signs of q: amplitudes, flux, energy zero
rng = np.random.default_rng(7)
for _ in range(200):
    t_r = rng.uniform(0.5, 2.0)
    D_r = rng.uniform(-2.0, 2.0)
    q_r = rng.uniform(-0.8, 1.5)
    E_r = rng.uniform(-1.95, 1.95) * t_r
    r_amp, tau_amp = scatter(E_r, t_r, D_r, q_r)
    w_r = np.sqrt(4 * t_r**2 - E_r**2)
    assert abs(tau_amp - 1 / (1 + 1j * (D_r - E_r * q_r) / w_r)) < 1e-10
    assert abs(r_amp - (tau_amp - 1)) < 1e-10
    assert abs(abs(r_amp) ** 2 + abs(tau_amp) ** 2 - 1) < 1e-10
    T_r = abs(tau_amp) ** 2
    assert abs(T_r - formula_T(E_r, t_r, D_r, q_r)) < 1e-10
    assert abs(T_r - orthonormalized_T(E_r, t_r, D_r, q_r)) < 1e-10
    c = 0.7
    T_shift = direct_T(E_r + c, t_r, D_r + c * q_r, q_r, onsite=c)
    assert abs(T_r - T_shift) < 1e-10

# Worked example
t, a, D, q = 1.0, 3.0, 0.2, 0.4
E0 = D / q
k0 = np.arccos(-E0 / (2 * t))
w0 = 2 * t * np.sin(k0)
r0, tau0 = scatter(E0, t, D, q)
assert abs(tau0 - 1) < 1e-12 and abs(r0) < 1e-12
scan = np.linspace(-1.99, 1.99, 399)
T_scan = np.array([direct_T(E, t, D, q) for E in scan])
assert np.all(T_scan[np.abs(scan - E0) > 0.005] < 1 - 1e-7)

# Phase slope at resonance from the direct amplitudes
h = 1e-4
phase_slope = (np.angle(scatter(E0 + h, t, D, q)[1])
               - np.angle(scatter(E0 - h, t, D, q)[1])) / (2 * h)
assert abs(phase_slope - q / w0) < 1e-6


def best_T(D_val, q_val):
    """Maximum of the directly computed transmission in the band."""
    found = minimize_scalar(lambda E: -direct_T(E, t, D_val, q_val),
                            bounds=(-1.999, 1.999), method="bounded",
                            options={"xatol": 1e-9})
    return found.x, -found.fun


# Fixed strength (q = 0), and an impurity with D/q outside the band
E_fixed, T_fixed = best_T(D, 0.0)
assert abs(E_fixed) < 1e-5
assert abs(T_fixed - 1 / (1 + D**2 / (4 * t**2))) < 1e-9
D_out = 1.2
E_out, T_out = best_T(D_out, q)
assert abs(D_out / q) > 2 * t
assert abs(E_out - 4 * t**2 * q / D_out) < 1e-5
assert abs(T_out - 1 / (1 + D_out**2 / (4 * t**2) - q**2)) < 1e-9

# Wave packets obeying i S dpsi/dt = H psi (time in hbar/eV)
half, start, sigma = 400, -200, 25.0
n = np.arange(-half, half + 1)
sigma_k = 1 / (2 * sigma)


def make_propagator(D_val, q_val):
    H, S = chain_matrices(half, t, D_val, q_val)
    levels, modes = eigh(H, S)

    def propagate(psi, time):
        return modes @ (np.exp(-1j * levels * time) * (modes.T @ (S @ psi)))
    return propagate


def packet(k):
    psi = np.exp(-((n - start) ** 2) / (4 * sigma**2) + 1j * k * n)
    return psi / np.linalg.norm(psi)


def right_part(psi):
    """Norm and mean site of the part to the right of the impurity."""
    density = np.abs(psi[n > 0]) ** 2
    return density.sum(), (density * n[n > 0]).sum() / density.sum()


def averaged_T(k):
    """Formula averaged over the momentum distribution of the packet."""
    def integrand(x):
        weight = np.exp(-x**2 / 2) / np.sqrt(2 * np.pi)
        return weight * formula_T(-2 * t * np.cos(k + sigma_k * x), t, D, q)
    return quad(integrand, -8, 8, epsabs=1e-11)[0]


with_impurity = make_propagator(D, q)
clean = make_propagator(0.0, 0.0)
t_end = -2 * start / w0
P_res, x_res = right_part(with_impurity(packet(k0), t_end))
_, x_clean = right_part(clean(packet(k0), t_end))
lag_sites = x_clean - x_res
assert abs(P_res - averaged_T(k0)) < 1e-6
# finite momentum width changes the lag at order sigma_k^2 = 4e-4
assert abs(lag_sites - q) < 2e-3
E_off = -1.0
k_off = np.arccos(-E_off / (2 * t))
P_off, _ = right_part(with_impurity(packet(k_off), t_end))
assert abs(P_off - averaged_T(k_off)) < 1e-6

# Continuity at the impurity while the packet is arriving
t_mid, dt = (-start - sigma) / w0, 0.05
before, now, after = (with_impurity(packet(k0), t_mid + s * dt)
                      for s in (-1, 0, 1))
c0 = half
density_rate = (abs(after[c0]) ** 2 - abs(before[c0]) ** 2) / (2 * dt)
J_in = 2 * t * np.imag(np.conj(now[c0 - 1]) * now[c0])
J_out = 2 * t * np.imag(np.conj(now[c0]) * now[c0 + 1])
flux_ratio = (J_in - J_out) / density_rate
assert abs(flux_ratio - (1 + q)) < 1e-3

print(f"hopping t = {t:.1f} eV, spacing a = {a:.1f} angstrom")
print(f"impurity D = {D:.1f} eV, q = {q:.1f} (no unit)")
print(f"band from {-2*t:.1f} to {2*t:.1f} eV")
print(f"resonance D/q = {E0:.4f} eV = {E0/HARTREE_EV:.6f} hartree")
print(f"k a at resonance = {k0:.4f} rad")
print(f"w at resonance = {w0:.4f} eV")
print(f"T at resonance, direct solution = {abs(tau0)**2:.10f}")
print("E (eV) | D-Eq (eV) | w (eV) | T ultrasoft | T fixed D, q=0")
for E in (-1.5, -1.0, -0.5, 0.0, 0.5, 1.0, 1.5):
    print(f"{E:5.1f} | {D-E*q:6.3f} | {np.sqrt(4*t**2-E**2):.4f} | "
          f"{direct_T(E, t, D, q):.6f} | {direct_T(E, t, D, 0.0):.6f}")
print(f"best T for fixed D, q=0: {T_fixed:.6f} at the band centre")
print(f"orthonormalized level D/(1+q) = {D/(1+q):.4f} eV")
print(f"orthonormalized hopping size t/sqrt(1+q) = "
      f"{t/np.sqrt(1+q):.4f} eV")
print(f"second impurity: D = {D_out:.1f} eV, q = {q:.1f}, "
      f"D/q = {D_out/q:.2f} eV (outside band)")
print(f"  its largest T = {T_out:.6f} at E = {E_out:.4f} eV")
print(f"phase slope at resonance = {phase_slope:.5f} rad/eV, "
      f"q/w = {q/w0:.5f} 1/eV")
print(f"packet width (density std) = {sigma:.0f} sites")
print(f"packet at {E0:.1f} eV: transmitted norm = {P_res:.6f}, "
      f"averaged formula = {averaged_T(k0):.6f}")
print(f"packet at {E_off:.1f} eV: transmitted norm = {P_off:.6f}, "
      f"averaged formula = {averaged_T(k_off):.6f}")
print(f"packet lag = {lag_sites*a:.4f} angstrom, "
      f"predicted q a = {q*a:.4f} angstrom")
print(f"(J_in - J_out)/(d|psi_0|^2/dt) = {flux_ratio:.5f}, "
      f"1+q = {1+q:.5f} (no unit)")
print("verified")
```

Running it gives:

```
hopping t = 1.0 eV, spacing a = 3.0 angstrom
impurity D = 0.2 eV, q = 0.4 (no unit)
band from -2.0 to 2.0 eV
resonance D/q = 0.5000 eV = 0.018375 hartree
k a at resonance = 1.8235 rad
w at resonance = 1.9365 eV
T at resonance, direct solution = 1.0000000000
E (eV) | D-Eq (eV) | w (eV) | T ultrasoft | T fixed D, q=0
 -1.5 |  0.800 | 1.3229 | 0.732218 | 0.977654
 -1.0 |  0.600 | 1.7321 | 0.892857 | 0.986842
 -0.5 |  0.400 | 1.9365 | 0.959079 | 0.989446
  0.0 |  0.200 | 2.0000 | 0.990099 | 0.990099
  0.5 |  0.000 | 1.9365 | 1.000000 | 0.989446
  1.0 | -0.200 | 1.7321 | 0.986842 | 0.986842
  1.5 | -0.400 | 1.3229 | 0.916230 | 0.977654
best T for fixed D, q=0: 0.990099 at the band centre
orthonormalized level D/(1+q) = 0.1429 eV
orthonormalized hopping size t/sqrt(1+q) = 0.8452 eV
second impurity: D = 1.2 eV, q = 0.4, D/q = 3.00 eV (outside band)
  its largest T = 0.833333 at E = 1.3333 eV
phase slope at resonance = 0.20656 rad/eV, q/w = 0.20656 1/eV
packet width (density std) = 25 sites
packet at 0.5 eV: transmitted norm = 0.999936, averaged formula = 0.999936
packet at -1.0 eV: transmitted norm = 0.892702, averaged formula = 0.892702
packet lag = 1.2004 angstrom, predicted q a = 1.2000 angstrom
(J_in - J_out)/(d|psi_0|^2/dt) = 1.40001, 1+q = 1.40000 (no unit)
verified
```
